# Massless n-body phase space from a recursion in intermediate invariant masses

The phase-space volume of \(n\) massless particles depends on their total four-momentum \(P\) and on nothing else, since there are no masses to set a scale. If the volume is Lorentz invariant, it is a function of \(s=P^2\) alone, and its dimension then fixes the power of \(s\). What remains is a pure number for each \(n\), and a recursion determines it.

I use \(\hbar=c=1\) and the metric \((+,-,-,-)\), so that \(P^2=(P^0)^2-|\mathbf P|^2\). Energies are given in GeV, because atomic units are unnatural for massless relativistic particles. For \(n\ge 2\), \(s>0\) and \(P^0>0\), the volume is defined by

\[
\Phi_n(P)=\int\prod_{i=1}^{n}\frac{d^3p_i}{(2\pi)^3\,2E_i}\;(2\pi)^4\,\delta^4\!\Big(P-\sum_{i=1}^n p_i\Big),\qquad E_i=|\mathbf p_i| .
\]

The particles are counted as distinguishable. If \(k\) of them are identical, the same final state is counted \(k!\) times and the volume must be divided by \(k!\). The definition contains no matrix element, spin sum or flux factor.

To see the invariance, write the measure of one particle as a four-dimensional integral. At fixed \(\mathbf p\), the function \((p^0)^2-|\mathbf p|^2\) has zeros at \(p^0=\pm|\mathbf p|\), where its derivative has magnitude \(2|\mathbf p|\). The step function \(\theta(p^0)\) keeps the positive zero, so

\[
\int dp^0\,\delta(p^2)\,\theta(p^0)=\frac{1}{2|\mathbf p|}
\quad\Longrightarrow\quad
\frac{d^3p}{2E}=d^4p\,\delta(p^2)\,\theta(p^0).
\]

A proper Lorentz transformation that preserves the direction of time has unit determinant, leaves \(p^2\) unchanged, and does not change the sign of \(p^0\) for a lightlike vector. The right side is therefore invariant. So is the four-dimensional delta function, again because the determinant is one. Any two timelike vectors \(P\) with positive energy and the same \(s\) are connected by such a transformation, so \(\Phi_n\) is a function of \(s\).

Each factor \(d^3p/E\) has dimension energy squared, and the delta function has dimension energy to the power \(-4\). The volume has dimension energy\(^{2n-4}\), which gives

\[
\Phi_n(s)=c_n\,s^{\,n-2},
\]

with a dimensionless constant \(c_n\), provided the integral is finite. The recursion below establishes finiteness along with the value. The claim to be proved is

\[
\Phi_n(s)=(2\pi)^{4-3n}\Big(\frac{\pi}{2}\Big)^{n-1}\frac{s^{\,n-2}}{(n-1)!\,(n-2)!}.
\]

The case \(n=1\) is excluded for a reason visible in the definition. With a single particle, the momentum integral uses up three delta functions and leaves \(2\pi\,\delta(P^2)\,\theta(P^0)\), which is concentrated on the light cone and is not a power of \(s\).

Now take \(n\ge3\) and collect particles \(1\) to \(n-1\) into a group with total momentum \(Q\). To make \(Q\) an integration variable, insert

\[
1=\int d^4Q\;\delta^4\!\Big(Q-\sum_{i=1}^{n-1}p_i\Big)
\]

into the definition. The original delta function then becomes \(\delta^4(P-Q-p_n)\). Its factor \((2\pi)^4\) can be assigned to the new delta function, and the integrals over \(\mathbf p_1,\dots,\mathbf p_{n-1}\) form the volume of the group:

\[
\Phi_n(s)=\int d^4Q\int\frac{d^3p_n}{(2\pi)^3\,2E_n}\;\delta^4(P-Q-p_n)\;\Phi_{n-1}(Q^2).
\]

The group has a non-negative squared mass, because

\[
Q^2=\sum_{i<j\le n-1}2\,p_i\!\cdot\! p_j=\sum_{i<j\le n-1}2E_iE_j(1-\cos\theta_{ij})\ge 0 ,
\]

where \(\theta_{ij}\) is the angle between two momenta. We may therefore also insert \(1=\int_0^\infty dM^2\,\delta(Q^2-M^2)\). The energy \(Q^0\) is a sum of positive energies, so the argument used for one massless particle applies with mass \(M\):

\[
d^4Q\,\delta(Q^2-M^2)\,\theta(Q^0)=\frac{d^3Q}{2E_Q}
=(2\pi)^3\,\frac{d^3Q}{(2\pi)^3\,2E_Q},\qquad E_Q=\sqrt{|\mathbf Q|^2+M^2}.
\]

The group now enters as if it were one particle of mass \(M\). To complete a two-body volume we need \((2\pi)^4\delta^4(P-Q-p_n)\), but the delta function stands there without its factor, so we multiply and divide by \((2\pi)^4\). Together with the \((2\pi)^3\) above, this leaves \((2\pi)^3/(2\pi)^4=1/(2\pi)\). Hence

\[
\Phi_n(s)=\int_0^{s}\frac{dM^2}{2\pi}\;\Phi_2(s;M^2,0)\;\Phi_{n-1}(M^2),
\]

where \(\Phi_2(s;M^2,0)\) is the volume for one particle of mass \(M\) and one massless particle. The upper limit expresses energy conservation: in the rest frame of \(P\), the energy \(\sqrt s\) must be at least \(E_Q\ge M\).

The two-body factor is computed in that rest frame, which exists because \(s>0\). The spatial delta function sets \(\mathbf Q=-\mathbf p\). With \(p=|\mathbf p|\), the powers of \(2\pi\) combine to \((2\pi)^{4-6}\), and the angular integral gives \(4\pi\):

\[
\begin{aligned}
\Phi_2(s;M^2,0)&=\frac{1}{(2\pi)^2}\int\frac{4\pi p^2\,dp}{(2p)(2E_Q)}\;\delta(\sqrt s-p-E_Q)\\
&=\frac{1}{4\pi}\int_0^\infty dp\,\frac{p}{E_Q}\;\delta(\sqrt s-p-E_Q),\qquad E_Q=\sqrt{p^2+M^2}.
\end{aligned}
\]

The delta function requires \(\sqrt s-p=\sqrt{p^2+M^2}\). Squaring and cancelling \(p^2\) gives \(s-2\sqrt s\,p=M^2\), so the root is

\[
p_*=\frac{s-M^2}{2\sqrt s}.
\]

It is non-negative for \(M^2\le s\). Squaring has introduced no false root, since \(\sqrt s-p_*=(s+M^2)/(2\sqrt s)\) is positive. The derivative of \(p+E_Q\) with respect to \(p\) is

\[
1+\frac{p}{E_Q}=\frac{E_Q+p}{E_Q}=\frac{\sqrt s}{E_Q}
\quad\text{at the root}.
\]

Dividing by this derivative cancels \(E_Q\), and we obtain

\[
\Phi_2(s;M^2,0)=\frac{p_*}{4\pi\sqrt s}=\frac{1}{8\pi}\Big(1-\frac{M^2}{s}\Big).
\]

The factor falls to zero at \(M^2=s\), where the massless particle has no momentum left. At \(M=0\) it gives the starting value

\[
\Phi_2(s)=\frac{1}{8\pi}=c_2 ,
\]

which does not depend on the energy, in agreement with the power \(s^{n-2}\) at \(n=2\).

Suppose now that \(\Phi_{n-1}(M^2)=c_{n-1}(M^2)^{n-3}\). Substitute this and the two-body factor into the recursion, and set \(M^2=xs\), \(dM^2=s\,dx\):

\[
\begin{aligned}
\Phi_n(s)&=\frac{1}{2\pi}\,\frac{1}{8\pi}\int_0^1 s\,dx\,(1-x)\,c_{n-1}\,s^{n-3}x^{n-3}\\
&=\frac{c_{n-1}}{16\pi^2}\,s^{n-2}\int_0^1\big(x^{n-3}-x^{n-2}\big)dx .
\end{aligned}
\]

For \(n\ge3\) the integral converges at \(x=0\), and its value is

\[
\frac{1}{n-2}-\frac{1}{n-1}=\frac{1}{(n-1)(n-2)} .
\]

This confirms the power of \(s\), shows that the volume is finite, and relates successive constants:

\[
c_n=\frac{c_{n-1}}{16\pi^2\,(n-1)(n-2)} .
\]

Starting from \(c_2\) and applying this relation for \(k=3,\dots,n\), we need the two products

\[
\prod_{k=3}^n(k-1)=2\cdot3\cdots(n-1)=(n-1)!,\qquad
\prod_{k=3}^n(k-2)=1\cdot2\cdots(n-2)=(n-2)! .
\]

There are \(n-2\) factors of \(1/(16\pi^2)\), so

\[
c_n=\frac{1}{8\pi}\,\frac{1}{(16\pi^2)^{n-2}}\,\frac{1}{(n-1)!\,(n-2)!} .
\]

To bring this to the stated form, use

\[
\frac{1}{16\pi^2}=(2\pi)^{-3}\,\frac{\pi}{2},\qquad
\frac{1}{8\pi}=(2\pi)^{-2}\,\frac{\pi}{2}.
\]

The total power of \(2\pi\) is \(-2-3(n-2)=4-3n\), and the total power of \(\pi/2\) is \(1+(n-2)=n-1\). Therefore

\[
\boxed{\;\Phi_n(s)=(2\pi)^{4-3n}\Big(\frac{\pi}{2}\Big)^{n-1}\frac{s^{\,n-2}}{(n-1)!\,(n-2)!}\;}
\]

for every \(n\ge2\), by induction.

The integrand of the recursion has a meaning of its own. Divided by \(\Phi_n\), it is the probability density of \(x=M^2/s\) when final states are distributed uniformly in phase space, that is, with a constant squared matrix element:

\[
\rho_n(x)=(n-1)(n-2)\,x^{n-3}(1-x),\qquad 0<x<1 .
\]

The factor \(x^{n-3}\) is the volume available inside the group, and \(1-x\) is the volume for the relative motion of the group and the last particle. For \(n=3\) the first factor is constant, and the density in \(x\), \(\rho_3=2(1-x)\), is largest at \(x=0\). The density in \(M\) itself carries the extra factor \(dx/dM=2M/s\), so it is proportional to \(M(1-M^2/s)\), vanishes at \(M=0\) and peaks at \(M=\sqrt{s/3}\). As \(n\) grows, the internal volume favours a heavy group. The mean is

\[
\langle x\rangle=(n-1)(n-2)\Big(\frac{1}{n-1}-\frac1n\Big)=\frac{n-2}{n}.
\]

This can be checked by symmetry. In the rest frame of \(P\), the group's squared mass is \(M^2=(P-p_n)^2=s-2\sqrt s\,E_n\), because \(p_n^2=0\). Thus

\[
E_n=\frac{\sqrt s}{2}(1-x),\qquad
\langle E_n\rangle=\frac{\sqrt s}{2}\Big(1-\frac{n-2}{n}\Big)=\frac{\sqrt s}{n}.
\]

All particles enter the volume in the same way, so each must carry the fraction \(1/n\) of the energy on average. The first relation also shows that no particle can carry more than \(\sqrt s/2\), since the others must balance its momentum.

The constant can be found a second time without any intermediate mass. Multiply the definition of \(\Phi_n\) by \(e^{-\beta P^0}\), with \(\beta>0\), and integrate over \(d^4P/(2\pi)^4\). The delta function sets \(P^0=\sum_iE_i\), the exponential splits into a product, and the momentum integrals separate:

\[
\int\frac{d^4P}{(2\pi)^4}\,e^{-\beta P^0}\Phi_n(P)=z^n,\qquad
z=\int\frac{d^3p}{(2\pi)^3\,2E}\,e^{-\beta E}.
\]

With \(d^3p=4\pi E^2dE\),

\[
z=\frac{4\pi}{2(2\pi)^3}\int_0^\infty E\,e^{-\beta E}\,dE=\frac{1}{4\pi^2\beta^2}.
\]

On the other side, insert \(\Phi_n=c_n s^{n-2}\) inside the forward light cone and zero outside it. Setting \(|\mathbf P|=P^0v\) with \(0<v<1\) gives \(s=(P^0)^2(1-v^2)\) and \(|\mathbf P|^2d|\mathbf P|=(P^0)^3v^2dv\), so the integral is

\[
\frac{4\pi c_n}{(2\pi)^4}\int_0^\infty dP^0\,(P^0)^{2n-1}e^{-\beta P^0}\;J_{n-2},\qquad
J_k=\int_0^1v^2(1-v^2)^k\,dv .
\]

The energy integral equals \((2n-1)!/\beta^{2n}\). For \(k\ge1\), integrating \(J_k\) by parts, with \(v^3/3\) as the integral of \(v^2\), gives a vanishing boundary term and

\[
J_k=\frac{2k}{3}\int_0^1v^4(1-v^2)^{k-1}dv=\frac{2k}{3}\,(J_{k-1}-J_k),
\]

where the last step uses \(v^4=v^2-v^2(1-v^2)\). Hence \(J_k=\frac{2k}{2k+3}J_{k-1}\). Since \(J_0=1/3\),

\[
J_{n-2}=\frac{2^{n-2}(n-2)!}{3\cdot5\cdots(2n-1)}
=\frac{2^{2n-3}(n-1)!\,(n-2)!}{(2n-1)!}.
\]

The second form follows because \((2n-1)!\) is the product of its odd factors and its even factors, and the even factors multiply to \(2^{n-1}(n-1)!\). The factor \((2n-1)!\) cancels against the energy integral. Equating the two sides and cancelling \(\beta^{-2n}\) gives

\[
\frac{c_n}{4\pi^3}\,2^{2n-3}(n-1)!\,(n-2)!=\frac{1}{(4\pi^2)^n}
\quad\Longrightarrow\quad
c_n=\frac{32\pi^3}{(16\pi^2)^n\,(n-1)!\,(n-2)!}.
\]

Because \(32\pi^3/(16\pi^2)^2=1/(8\pi)\), this is the constant found by recursion. At \(\beta=1\ \mathrm{GeV}^{-1}\), numerical integration gives \(z=0.0253303\ \mathrm{GeV}^2\). For \(n=4\), both \(z^4\) and the integral over the closed formula equal \(4.11681\times10^{-7}\ \mathrm{GeV}^8\).

For a worked example, take four massless particles with \(\sqrt s=10\) GeV, so \(s=100\ \mathrm{GeV}^2\). The starting volume is \(\Phi_2=0.0397887\). Adding the third and fourth particles multiplies it by

\[
\frac{\Phi_3}{\Phi_2}=\frac{s}{16\pi^2\cdot2\cdot1}=0.316629\ \mathrm{GeV}^2,\qquad
\frac{\Phi_4}{\Phi_3}=\frac{s}{16\pi^2\cdot3\cdot2}=0.105543\ \mathrm{GeV}^2 .
\]

The chain is therefore

\[
\begin{aligned}
\Phi_3&=0.0397887\times0.316629\ \mathrm{GeV}^2=0.0125983\ \mathrm{GeV}^2,\\
\Phi_4&=0.0125983\ \mathrm{GeV}^2\times0.105543\ \mathrm{GeV}^2=1.32966\times10^{-3}\ \mathrm{GeV}^4 .
\end{aligned}
\]

These volumes have different dimensions, so their numerical sizes cannot be compared directly; a change of energy unit would alter their ratios. A comparison of rates needs the squared matrix elements, whose dimensions compensate. If each additional particle brings a constant factor \(1/\Lambda^2\) into the squared matrix element, with \(\Lambda\) an energy scale, then going from \(n\) to \(n+1\) particles multiplies the integrated result by

\[
\frac{1}{\Lambda^2}\frac{\Phi_{n+1}}{\Phi_n}=\frac{s}{16\pi^2\,n(n-1)\,\Lambda^2}.
\]

In this model the price of another particle is \(16\pi^2n(n-1)\), and it is offset when \(s\) is large enough compared with \(\Lambda^2\).

For the mass \(M\) of three of the four particles, the density is \(\rho_4(x)=6x(1-x)\). It is symmetric about \(x=1/2\), so the root-mean-square mass is \(\sqrt{0.5}\times10\ \mathrm{GeV}=7.071\) GeV. The mean energy of the fourth particle is \(10\ \mathrm{GeV}/4=2.5\) GeV. The condition \(M<5\) GeV means \(x<1/4\), and its share of phase space is

\[
\int_0^{1/4}6x(1-x)\,dx=3\Big(\frac14\Big)^2-2\Big(\frac14\Big)^3=0.1875-0.03125=0.15625 .
\]

This share can be checked by sampling. Draw each momentum independently with weight \(d^3p\,e^{-\beta E}/(2E)\). The joint weight contains \(e^{-\beta P^0}\), which is constant once \(P\) is fixed, so events with a given \(P\) are uniform in phase space. The density of \(x\) is the same for every \(s\), so all events can be used together. With 300000 events the sampled share is 0.1548. The expected statistical error is \(\sqrt{0.15625\times0.84375/300000}\approx0.0007\), so the difference from 0.15625 is about two standard errors. The numerical check tests the sampled densities of \(s\) and \(x\) for three, four and five particles, and compares the numerical recursion with the closed formula up to \(n=7\).

The result rests on the absence of masses. With masses, \(\Phi_n\) can depend on ratios such as \(m^2/s\), and dimensional analysis no longer fixes its form. For two particles the effect can be read from the two-body factor: one mass \(M\) lowers the two-body volume by the fraction \(M^2/s\) of its massless value. Integrated over total energies from 8 to 10 GeV, the two-body volume is 0.07958 GeV for \(M=0\) and 0.03084 GeV for \(M=7\) GeV. The splitting into a group and a last particle still works for massive particles, but the two-body factor and the limits of the mass integral change.

The number of spacetime dimensions also matters. In \(D\) dimensions the one-particle measure has dimension energy\(^{D-2}\) and the delta function energy\(^{-D}\), so the power of \(s\) becomes \([n(D-2)-D]/2\), which equals \(n-2\) at \(D=4\). This again presumes a finite integral; at \(D=2\) the measure \(dp/(2|p|)\) diverges logarithmically at \(p=0\), and the volume is infinite for \(n\ge3\).

In a cross section, the phase-space element is multiplied by the squared matrix element and divided by the flux factor. When the squared matrix element is constant, the final-state integral is that constant times \(\Phi_n\). In tree-level QED the squared matrix element is generally not constant. An outgoing massless charged particle that is left with momentum \(p\) after emitting a photon of momentum \(k\) brings a propagator with denominator \((p+k)^2=2p\cdot k\), which vanishes when the two momenta are parallel or the photon energy goes to zero. Such a matrix element must stay inside the integral, which can diverge for massless particles unless these regions are cut out. Splitting off a group remains useful there, because \((p+k)^2\) is itself the squared invariant mass of a two-particle group and can be chosen as an integration variable. The matrix element may also depend on angles and on other pair masses, and then the volume of the group can't be factored out as it was above.

## Computed results

```
Two-body volume integrated over total energy 8 to 10 GeV:
  M = 0.0 GeV: definition 0.07957747 GeV, formula 0.07957747 GeV
  M = 3.0 GeV: definition 0.07062501 GeV, formula 0.07062501 GeV
  M = 7.0 GeV: definition 0.03083627 GeV, formula 0.03083627 GeV
Example energy: sqrt(s) = 10.0 GeV, s = 100.0 GeV^2
Phase-space volume: numerical recursion, closed formula:
  n = 2: 3.978874e-02, 3.978874e-02 GeV^0
  n = 3: 1.259826e-02, 1.259826e-02 GeV^2
  n = 4: 1.329656e-03, 1.329656e-03 GeV^4
  n = 5: 7.016790e-05, 7.016790e-05 GeV^6
  n = 6: 2.221717e-06, 2.221717e-06 GeV^8
  n = 7: 4.689729e-08, 4.689729e-08 GeV^10
  Phi_3/Phi_2 = 0.316629 GeV^2
  Phi_4/Phi_3 = 0.105543 GeV^2
Weighted integral, n = 4, beta = 1.0 GeV^-1:
  from closed formula  4.11681217e-07 GeV^8
  one-particle power   4.11681217e-07 GeV^8
  one-particle integral 0.02533030 GeV^2
  all n = 2 to 8 agree within 1e-8: True
Sampling with 300000 events for each n:
  n = 3, s in 6-12 GeV^2: share 0.2012, predicted 0.2019
  n = 3, s in 24-48 GeV^2: share 0.2312, predicted 0.2319
  n = 3: mean x sampled 0.3334, predicted 0.3333
  n = 4, s in 12-24 GeV^2: share 0.1985, predicted 0.1990
  n = 4, s in 48-96 GeV^2: share 0.2744, predicted 0.2732
  n = 4: mean x sampled 0.5005, predicted 0.5000
  n = 5, s in 20-40 GeV^2: share 0.1867, predicted 0.1857
  n = 5, s in 80-160 GeV^2: share 0.3032, predicted 0.3039
  n = 5: mean x sampled 0.5998, predicted 0.6000
Four-body example, mass M of three of the particles:
  mean x = 0.5000
  rms M = 7.0711 GeV
  share with M < 5.0 GeV: 0.15625 (sampled 0.1548)
  mean energy of the fourth particle = 2.5000 GeV
```
